# Kramers turnover and the distribution of jump lengths in surface hopping

If an adatom is assumed to hop only to neighbouring sites, at the transition-state rate, its diffusion coefficient can be badly wrong in both directions. With little friction, an atom that has crossed one barrier still has the energy to cross the next, and one activation carries it over several sites. With strong friction it recrosses the barrier it has just passed. In the example worked below, the simple estimate is too small by a factor of about four. What is missing is the rate of jumps of each length as a function of friction.

Take a classical atom of mass $m$ on a line, in a potential $U(x)$ of period $a$, with one minimum and one barrier per period. The barrier height $E_b$, measured from the minimum, is much larger than $kT$. The substrate acts through a friction rate $\gamma$ and a random force $\xi$:

$$m\ddot x=-U'(x)-m\gamma\dot x+\xi(t),\qquad \langle\xi(t)\xi(t')\rangle=2m\gamma kT\,\delta(t-t').$$

Start with weak friction, $\gamma$ much smaller than the frequencies of the well and of the barrier. With $v=\dot x$, the energy $E=\tfrac12mv^2+U$ changes by

$$dE=-\gamma mv^2dt+\gamma kT\,dt+v\sqrt{2m\gamma kT}\,dW,$$

where $W$ is a Wiener process and the middle term comes from the second-order part of $d(v^2)$. Follow one traverse from barrier to barrier at an energy near $E_b$. To leading order $v$ may be taken from the frictionless motion. The first term then gives a mean loss

$$\Delta=\gamma\int mv^2dt=\gamma S,\qquad S=\int_0^a\sqrt{2m(E_b-U)}\,dx .$$

The middle term is smaller than this by roughly $kT/E_b$, up to a logarithm, and is dropped. The noise term is Gaussian, with variance $2m\gamma kT\int v^2dt=2kT\Delta$.

Let $\varepsilon=(E-E_b)/kT$ and $\delta=\Delta/kT$. The probability density for a change $x$ of $\varepsilon$ in one traverse is

$$g(x)=\frac{1}{\sqrt{4\pi\delta}}\,e^{-(x+\delta)^2/4\delta},\qquad \hat g(s)=\int g(x)e^{sx}dx=e^{-\delta s(1-s)}. \tag{1}$$

Since $(x+\delta)^2-(x-\delta)^2=4x\delta$, we have $g(x)=e^{-x}g(-x)$. This is detailed balance, and it makes the thermal distribution $e^{-\varepsilon}$ reproduce itself: $\int g(\varepsilon-\varepsilon')e^{-\varepsilon'}d\varepsilon'=e^{-\varepsilon}$. Simulated traverses at $\delta=0.5$, started $4\,kT$ above a barrier of $200\,kT$, gave a mean loss of $0.52\,kT$ and a variance of $1.03\,(kT)^2$, against $0.5$ and $1$ from (1).

Let $R_n(\varepsilon)$ and $L_n(\varepsilon)$ be the numbers of arrivals, per unit time and unit $\varepsilon$, at the right and left barriers of well $n$. A particle with $\varepsilon<0$ is reflected and travels to the opposite barrier of the same well. One with $\varepsilon>0$ enters the next well and travels to its far barrier. Traverses are short compared with the time between activations, so the fluxes are quasi-stationary:

$$R_n=g*[\theta(-\varepsilon)L_n+\theta(\varepsilon)R_{n-1}],\qquad L_n=g*[\theta(-\varepsilon)R_n+\theta(\varepsilon)L_{n+1}],$$

where $*$ is convolution in $\varepsilon$ and $\theta$ the unit step. Define $R=\sum_n e^{iqn}R_n$, and likewise $L$. The shifts $n\mp1$ turn into factors $e^{\pm iq}$. For the column $\mathbf v=(R,L)^T$, with subscripts $\pm$ marking the parts at $\varepsilon>0$ and $\varepsilon<0$,

$$\mathbf v=g*[\sigma\mathbf v_-+D\mathbf v_+]=g*[\sigma\mathbf v+(D-\sigma)\mathbf v_+],\quad \sigma=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad D=\begin{pmatrix}e^{iq}&0\\0&e^{-iq}\end{pmatrix}. \tag{2}$$

The matrices $\sigma$ and $D$ do not commute in general, which would make this a matrix problem. But $D-\sigma$ has determinant $1-1=0$ and is a product of one column with its transpose:

$$D-\sigma=\begin{pmatrix}e^{iq}&-1\\-1&e^{-iq}\end{pmatrix}=\mathbf b\mathbf b^T,\qquad \mathbf b=\begin{pmatrix}e^{iq/2}\\-e^{-iq/2}\end{pmatrix}.$$

Above the barrier only the combination $\varphi=\mathbf b^T\mathbf v=e^{iq/2}R-e^{-iq/2}L$ therefore matters. It equals $\sum_n e^{iq(n+1/2)}(R_n-L_{n+1})$, the net flux arriving at a barrier from its two sides.

The deep parts of the wells are thermal and feed the process. Let $N_q=\sum_ne^{iqn}N_n$ be the population wave and $k_1$ the transition-state rate over one barrier,

$$k_1=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-E_b/kT}}{\int_0^a e^{-U/kT}dx}.$$

Because $v\,dp=dE$ at fixed position, with $p=mv$, the thermal arrivals at one barrier are $k_1e^{-\varepsilon}d\varepsilon$ per particle, and their integral over $\varepsilon>0$ is $k_1$. Measure fluxes in units of $k_1N_q$ and write $\mathbf v=\mathbf w+\mathbf r$, with $\mathbf w=(1,1)^Te^{-\varepsilon}$. Since $\mathbf w=g*\sigma\mathbf w$, equation (2) leaves

$$\mathbf r=g*\sigma\mathbf r+g*\mathbf b\varphi_+ .$$

Here $\mathbf b\varphi_+$ is the difference between what particles above the barrier do and what they would do if reflected. The later bounces in $g*\sigma$ conserve the sum of the two components, integrated over energy, until the particles sink into the wells. The rate of change of the population wave is thus the sum of the components of $\mathbf b$, which is $2i\sin(q/2)$, times the integral of $\varphi_+$:

$$\dot N_q=k_1N_q\,2i\sin\frac q2\int_0^\infty\varphi\,d\varepsilon. \tag{3}$$

The thermal part of $\varphi$ is $\mathbf b^T\mathbf w=2i\sin(q/2)\,e^{-\varepsilon}$. Set $\varphi=2i\sin(q/2)\,\chi$ and $F_+(s)=\int_0^\infty\chi e^{s\varepsilon}d\varepsilon$. Then (3) reads $\dot N_q=-\Gamma(q)N_q$ with

$$\Gamma(q)=4k_1\sin^2\frac q2\;F_+(0). \tag{4}$$

To find $F_+$, transform the equation for $\mathbf r$ in the strip $0<\mathrm{Re}\,s<1$. There $|\hat g|<1$, so the sum over successive bounces converges. With $\sigma^2=1$, $\mathbf b^T\mathbf b=2\cos q$ and $\mathbf b^T\sigma\mathbf b=-2$,

$$\mathbf b^T(1-\hat g\sigma)^{-1}\hat g\,\mathbf b=\frac{\hat g\,\mathbf b^T(1+\hat g\sigma)\mathbf b}{1-\hat g^2}=\frac{2\hat g\cos q-2\hat g^2}{1-\hat g^2}\equiv K(s).$$

The response $\chi-e^{-\varepsilon}$ has transform $KF_+$. Its part at $\varepsilon>0$ is $F_+-1/(1-s)$. Call its part at $\varepsilon<0$ $\rho_-(s)$, which is analytic for $\mathrm{Re}\,s>0$. Adding the two parts and rearranging gives

$$H(s)F_+(s)=\frac1{1-s}-\rho_-(s),\qquad H=1-K=\frac{1+\hat g^2-2\hat g\cos q}{1-\hat g^2}. \tag{5}$$

This is a scalar Wiener–Hopf equation. On the line $s=\tfrac12+i\tau$ the transform is real,

$$\hat g=P(\tau)=e^{-\delta(\tau^2+1/4)},$$

and for $q\neq0$ the function $H$ is positive there and tends to 1 at both ends. Hence $H=H_+H_-$, where

$$\ln H_+(s)=\frac1{2\pi i}\int_{1/2-i\infty}^{1/2+i\infty}\frac{\ln H(z)}{z-s}dz\quad(\mathrm{Re}\,s<\tfrac12),$$

and $\ln H_-(s)$ is minus the same integral for $\mathrm{Re}\,s>\tfrac12$. Each factor is analytic and free of zeros on its own side. The symmetry $H(1-s)=H(s)$, with the substitution $z\to1-z$, gives $H_-(s)=H_+(1-s)$.

Divide (5) by $H_-$. The left side, $H_+F_+$, is analytic to the left of the line. The right side is analytic to the right of it, apart from a pole at $s=1$. Subtract that pole, $1/[H_-(1)(1-s)]$, from both sides. The two sides now continue each other into one function that is analytic everywhere and vanishes at infinity, so it is zero by Liouville's theorem. Therefore

$$F_+(s)=\frac{1}{H_-(1)H_+(s)(1-s)},\qquad F_+(0)=\frac1{H_+(0)^2}.$$

At $s=0$ the Cauchy kernel is $dz/(2\pi iz)=d\tau/[2\pi(\tfrac12+i\tau)]$. Its odd part integrates to zero against the even function $\ln H$, and its even part is $\tfrac12d\tau/[2\pi(\tau^2+\tfrac14)]$. Write

$$\langle f\rangle=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{f(\tau)\,d\tau}{\tau^2+1/4},\qquad\langle1\rangle=1.$$

Then $F_+(0)=e^{-\langle\ln H\rangle}$, and (4) becomes

$$\Gamma(q)=4k_1\sin^2\frac q2\,\exp\left\langle\ln\frac{1-P^2}{1+P^2-2P\cos q}\right\rangle. \tag{6}$$

A direct numerical solution of the two-component equations agrees with (6) to about one part in $10^4$ over the tested values of $q$ and $\delta$.

Jumps enter through the master equation $\dot N_n=\sum_{l\ne0}\Gamma_l(N_{n-l}-N_n)$, where $\Gamma_l$ is the rate of flights that end by trapping $l$ wells away. A flight that ends in its starting well is not counted. With $\Gamma_l=\Gamma_{-l}$ the decay rate is $\Gamma(q)=\sum_{l\neq0}\Gamma_l(1-\cos lq)$, so that

$$\Gamma_{\rm tot}=\frac1{2\pi}\int_{-\pi}^{\pi}\Gamma(q)\,dq,\qquad \Gamma_l=-\frac1{2\pi}\int_{-\pi}^{\pi}\Gamma(q)\cos(lq)\,dq. \tag{7}$$

Equations (6) and (7) give the jump-length distribution for weak friction.

When friction is comparable with the barrier frequency $\omega_b$, thermal supply is no longer the bottleneck, but recrossing is. Near the top let $U=E_b-\tfrac12m\omega_b^2y^2$. Write the stationary phase-space density as $\zeta(y,v)$ times the Boltzmann factor. The Fokker–Planck equation reduces to

$$-v\,\zeta_y-(\omega_b^2y+\gamma v)\zeta_v+\frac{\gamma kT}{m}\zeta_{vv}=0.$$

Try $\zeta=\zeta(u)$ with $u=v-cy$. The first-derivative terms become $[(c-\gamma)v-\omega_b^2y]\zeta'$, which is a multiple of $u$ if $c(c-\gamma)=\omega_b^2$. The root that gives a bounded solution has

$$\lambda=c-\gamma=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2 .$$

Then $\zeta''=-\alpha u\zeta'$, with $\alpha=m\lambda/(\gamma kT)$. The solution rising from 0 beyond the barrier to 1 behind it has $\zeta'=\sqrt{\alpha/2\pi}\,e^{-\alpha u^2/2}$. The flux at $y=0$ follows by partial integration:

$$\int v\,\zeta\,e^{-mv^2/2kT}dv=\frac{kT}m\int\zeta'e^{-mv^2/2kT}dv=\frac{kT}m\sqrt{\frac{\alpha}{\alpha+m/kT}}=\frac{kT}{m}\sqrt{\frac{\lambda}{\lambda+\gamma}}.$$

Transition-state theory, which counts every $v>0$ and no $v<0$, gives $kT/m$. Since $\lambda+\gamma=c=\omega_b^2/\lambda$, the ratio is the Kramers factor

$$\mu=\frac{\lambda}{\omega_b}=\sqrt{1+\frac{\gamma^2}{4\omega_b^2}}-\frac{\gamma}{2\omega_b}. \tag{8}$$

The two regimes are joined by replacing $k_1$ with $\mu k_1$ in (6). This is an interpolation, justified by its limits. For $\gamma\ll\omega_b$, $\mu$ tends to 1. For $\gamma\sim\omega_b$ and a high barrier, $\delta$ is large, $P$ is negligible, and $\Gamma(q)=2\mu k_1(1-\cos q)$: nearest-neighbour hops at the Kramers rate.

The onset of long jumps follows from an expansion at large $\delta$. To first order in $P$ the exponential in (6) is $1+2p\cos q$, with $p=\langle P\rangle$. Differentiation removes the denominator,

$$\frac{dp}{d\delta}=-\frac1{2\pi}\int e^{-\delta(\tau^2+1/4)}d\tau=-\frac{e^{-\delta/4}}{2\sqrt{\pi\delta}},$$

which is the derivative of $\mathrm{erfc}(\sqrt\delta/2)$. Both functions vanish at infinity, so $p=\mathrm{erfc}(\sqrt\delta/2)$. Using $2\cos^2q=1+\cos2q$,

$$\Gamma(q)\simeq2\mu k_1\left[(1-p)-(1-2p)\cos q-p\cos2q\right].$$

Double jumps thus have a share $p/(1-p)\simeq p$ of all jumps. At $\delta=20$ the full distribution gives a long-jump share of $1.56\times10^{-3}$, in agreement with $\mathrm{erfc}(\sqrt\delta/2)$. Because the exponent is only $\delta/4$, long jumps fade slowly as the loss grows, and there is no threshold at $\Delta=kT$. That energy sets the scale of a smooth crossover:

| $\delta$ | $\Gamma_{\rm tot}/2\mu k_1$ | share $\lvert l\rvert>1$ | rms $l$ |
|---|---|---|---|
| 0.1 | 0.074 | 0.76 | 17.8 |
| 0.3 | 0.18 | 0.63 | 6.9 |
| 1 | 0.43 | 0.43 | 2.8 |
| 3 | 0.75 | 0.20 | 1.5 |
| 10 | 0.97 | 0.025 | 1.04 |

Half of all jumps are long at $\delta=0.67$. The statement that long jumps appear when the loss per spacing falls below $kT$ is therefore right as a rule for when they become about as frequent as single hops, not for when they first occur.

At fixed $\delta$ the distribution has an exponential tail. Its rate is set by the singularity of $\Gamma(q)$ nearest the real axis, where $Pe^{iq}$ first reaches 1. The largest $P$ is $e^{-\delta/4}$, at $\tau=0$. Put $e^{iq}=e^{\delta/4-\eta}$; near $\tau=0$ then $1-Pe^{iq}\simeq\eta+\delta\tau^2$. The $\eta$-derivative of $\langle\ln(\eta+\delta\tau^2)\rangle$ is, for small $\eta$, $(4/2\pi)\int d\tau/(\eta+\delta\tau^2)=2/\sqrt{\eta\delta}$, so $\Gamma$ contains a term in $\sqrt\eta$. The Fourier coefficients of a square-root singularity fall as $l^{-3/2}$, hence

$$\Gamma_l\propto l^{-3/2}e^{-\delta l/4}\qquad(l\to\infty).$$

For $\delta=1$ the logarithm of the ratio of the rates at $l=60$ and $61$ is 0.274, against 0.275 from this law.

The diffusion coefficient needs only the behaviour at small $q$. From the master equation,

$$D=\frac{a^2}2\sum_ll^2\Gamma_l=\frac{a^2}2\Gamma''(0)=a^2\mu k_1\Upsilon,\qquad \Upsilon=\exp\left\langle\ln\frac{1+P}{1-P}\right\rangle, \tag{9}$$

because at $q=0$ the ratio in (6) is $(1-P^2)/(1-P)^2$. As $\gamma$ grows, $P$ falls at every $\tau$, so $\Upsilon$ falls, and so does $\mu$. Within this theory $D$ therefore decreases steadily with friction. The turnover belongs to the jump rate.

The opposite limit, $\delta\ll1$, shows why. Now $1-P\simeq\delta(\tau^2+\tfrac14)$. At fixed $q\ne0$ the numerator in (6) tends to $2\delta(\tau^2+\tfrac14)$ and the denominator to $4\sin^2(q/2)$, which cancels the prefactor. With $\tau=\tfrac12\tan x$, the average becomes $\pi^{-1}\int_{-\pi/2}^{\pi/2}dx$ and $\tau^2+\tfrac14=1/(4\cos^2x)$. Since the average of $\ln\cos x$ is $-\ln2$, that of $\ln(\tau^2+\tfrac14)$ is $-2\ln2+2\ln2=0$. Thus $\Gamma(q)\to2k_1\delta$ at every fixed $q\ne0$. The approach is slow near $q=0$: for $\delta\ll|q|\ll1$ the relative shortfall is of order $\sqrt{\delta/|q|}$, and it comes from $\tau^2\sim|q|/\delta$, where $1-P$ is no longer small compared with $|q|$. Averaged over $q$ in (7), the shortfall is of order $\sqrt\delta$ and does not affect the leading term. The same average in (9) gives $\Upsilon\to2/\delta$. Together,

$$\Gamma_{\rm tot}\to2k_1\delta,\qquad D\to\frac{2a^2k_1}{\delta},\qquad\langle l^2\rangle=\frac{2D}{a^2\Gamma_{\rm tot}}\to\frac2{\delta^2}.$$

Weak coupling starves the wells of activated atoms, in proportion to $\delta$, but each flight is longer by a factor $1/\delta$, and its square wins in $D$. The limits are approached slowly: at $\delta=0.01$ the total rate is still 10% below its limiting form, and $D$ is 5% above.

For numbers, take $U=\tfrac12E_b[1-\cos(2\pi x/a)]$. Then $E_b-U=E_b\cos^2(\pi x/a)$ and $S=(2a/\pi)\sqrt{2mE_b}$. The well frequency, equal here to $\omega_b$, is $\omega_0=(2\pi/a)\sqrt{E_b/2m}$. Eliminating $a$,

$$S=\frac{4E_b}{\omega_0},\qquad \delta=\frac{4E_b}{kT}\frac{\gamma}{\omega_0}.$$

Choose round model parameters: $m=50$ u, $a=0.25$ nm, $E_b=0.20$ eV, $T=120$ K and $\gamma=0.10\ \mathrm{ps^{-1}}$. They give $kT=10.34$ meV, $E_b/kT=19.3$, $\omega_0=11.04\ \mathrm{rad\,ps^{-1}}$ and $\gamma/\omega_0=0.00906$. The loss per spacing is $4\times200\ \mathrm{meV}\times0.00906=7.25$ meV, so $\delta=7.25/10.34=0.70$. With $k_1=6906\ \mathrm{s^{-1}}$ and $\mu=0.995$, the total jump rate is $4.65\times10^3\ \mathrm{s^{-1}}$, about a third of the transition-state value $2k_1$. Single hops make up 51% of the jumps, double jumps 20%, triple jumps 10%, and the rms length is 3.56 spacings. Hence

$$D=\tfrac12(0.25\ \mathrm{nm})^2(3.56)^2(4.65\times10^3\ \mathrm{s^{-1}})\approx1.8\times10^3\ \mathrm{nm^2\,s^{-1}}=1.8\times10^{-15}\ \mathrm{m^2\,s^{-1}},$$

while $a^2k_1$ is only $432\ \mathrm{nm^2\,s^{-1}}$.

The reference for these values is the slowest decay rate of the full phase-space Fokker–Planck operator at each $q$, for the same potential and friction. It gives a total rate of $4.45\times10^3\ \mathrm{s^{-1}}$ and $D=1.76\times10^3\ \mathrm{nm^2\,s^{-1}}$, so the formulas lie about 5% above it. A difference of this size is expected: the derivation dropped the middle term of $dE$ and used the action at the barrier energy for all energies, and both steps neglect terms of relative order $kT/E_b$, up to a logarithm. In the tested set of $q$ and $\delta$, the largest difference, relative to the reference, fell from 13% at $E_b=10\,kT$ to 6% at $20\,kT$.

On raising the friction at the same temperature, the formula for the total rate peaks at $\gamma/\omega_0=0.14$, with 91% of $2k_1$. There $\delta\approx11$, so the maximum lies where nearly all jumps are single hops, far from the crossover in jump length. The Fokker–Planck values show the turnover and the steady fall of $D$ side by side. At $\gamma/\omega_0=0.009$, $0.15$ and $2$ the total rate is $4.5$, $12.6$ and $5.7\times10^3\ \mathrm{s^{-1}}$, while $D$ is $1.76$, $0.41$ and $0.18\times10^3\ \mathrm{nm^2\,s^{-1}}$. The numerical output below lists these values.

The result rests on one-dimensional classical motion, a barrier of many $kT$, and friction that is uniform and without memory. On a real surface, motion across the path can divert energy from the flight, friction can depend on position, and a light atom can tunnel. Weak position-dependent friction is easily included: the loss becomes $\Delta=\int\gamma(x)mv^2dt$, the variance is still $2kT\Delta$, and (6) keeps its form. Motion across the path can change the energy kernel itself. If successive traverses remain statistically independent, and the new kernel still depends only on the energy difference and obeys $g(x)=e^{-x}g(-x)$, the derivation goes through as before, and (6) holds with $P(\tau)=\hat g(\tfrac12+i\tau)$; otherwise the problem must be solved again. Tunnelling changes the crossing condition at $\varepsilon=0$, so equation (2) itself must then be altered and solved anew.

## Computed values

```
Langevin traverse, delta=0.5: mean loss 0.519 kT
  variance 1.032 (kT)^2, skewness 0.018
Ladder vs formula, largest relative difference: 1.3e-04
Fokker-Planck vs formula, barrier 10 kT: max diff 13.4 %
Fokker-Planck vs formula, barrier 20 kT: max diff 6.2 %
delta=20: long-jump share 1.563e-03, erfc law 1.565e-03
delta=0.01: total rate/(2 k1 delta) = 0.900
  D delta/(2 a^2 k1) = 1.049
delta=1 tail: ln(share60/share61) = 0.2744, law 0.2748
delta | total/(2k1) | share |l|>1 | mean |l| | rms l | D/(a^2 k1)
  0.1 | 0.0738 | 0.7558 | 9.477 | 17.772 | 23.304
  0.3 | 0.1823 | 0.6266 | 4.193 | 6.907 | 8.695
  1.0 | 0.4263 | 0.4265 | 2.035 | 2.768 | 3.266
  3.0 | 0.7453 | 0.2025 | 1.290 | 1.463 | 1.595
 10.0 | 0.9737 | 0.0249 | 1.026 | 1.039 | 1.052
Half of all jumps are long at delta = 0.670
Example: m=50 u, a=0.25 nm, barrier=0.20 eV
  T=120 K, friction=0.10 /ps
  kT = 10.341 meV, barrier/kT = 19.341
  w0 = 11.040 rad/ps, friction/w0 = 0.00906
  loss per spacing = 7.246 meV, delta = 0.7007
  friction for delta=1: 0.1427 /ps
  k1 = 6906.1 /s, mu = 0.9955
  total jump rate: formula 4654.8 /s, Fokker-Planck 4452.2 /s
  share |l|=1: formula 0.5078, Fokker-Planck 0.4882
  share |l|=2: formula 0.1978, Fokker-Planck 0.1975
  share |l|=3: formula 0.1032, Fokker-Planck 0.1039
  share |l|=4: formula 0.0610, Fokker-Planck 0.0603
  mean |l| = 2.465, rms l = 3.562
  D: formula 1845.4 nm^2/s, Fokker-Planck 1762.6 nm^2/s
  transition-state D = a^2 k1 = 431.6 nm^2/s
Maximum total rate: friction/w0=0.1381, delta=10.68, rate/(2k1)=0.9133
friction/w0=0.15: total rate formula 12604.9 /s, FP 12589.9 /s
  Fokker-Planck D = 413.4 nm^2/s
friction/w0=2.0: total rate formula 5721.2 /s, FP 5682.1 /s
  Fokker-Planck D = 177.6 nm^2/s
```
